\section*{Misfit-dislocation threshold of the continuum Frenkel–Kontorova film}

\section{Definitions and conventions}

A film is modelled by a chain of $N$ atoms on a rigid periodic substrate of period $a$. Neighbouring film atoms are joined by harmonic springs of constant $K$ and natural length $b$. The length mismatch is $\delta=b-a$, taken positive; for negative $\delta$ one reverses the sign of all displacements. Atom $n$ sits at $x_n=na+u_n$, so $u_n$ is its displacement from valley $n$. The energy is
\begin{equation}
E=\sum_{n=1}^{N-1}\frac K2\,(u_{n+1}-u_n-\delta)^2+\sum_{n=1}^{N}V\sin^2\frac{\pi u_n}{a}.
\label{eq:discrete}
\end{equation}
Since $V\sin^2(\pi u/a)=\frac V2[1-\cos(2\pi u/a)]$, the constant $V$ is the full height of the corrugation from valley to top. The number of atoms is fixed, both ends are free, and the temperature is zero.

In the continuum limit $u_n$ becomes a function $u(n)$ that changes little from one atom to the next. Each atom stands for a unit interval of $n$, so the film occupies $0\le n\le N$, and each free end lies half a spacing beyond the last atom. Then
\begin{equation}
E[u]=\int_0^N\left[\frac K2(u'-\delta)^2+V\sin^2\frac{\pi u}{a}\right]dn .
\end{equation}
The undistorted film $u=0$ has energy $NK\delta^2/2$. Expanding the square and subtracting this value gives the excess energy
\begin{equation}
\Delta E[u]=\int_0^N\left[\frac K2u'^2+V\sin^2\frac{\pi u}{a}\right]dn-K\delta\,[u(N)-u(0)].
\label{eq:excess}
\end{equation}
The mismatch acts only through the end values, because $\int u'\,dn=u(N)-u(0)$.

Four combinations of the parameters recur:
\begin{equation}
\delta_s=\sqrt{\frac{2V}{K}},\quad p=\sqrt{2KV}=K\delta_s,\quad l=\frac{a}{\pi\delta_s}=\frac a\pi\sqrt{\frac{K}{2V}},\quad \varepsilon=\frac{2a}{\pi}\,p .
\end{equation}
The length $l$ is counted in atoms, and the continuum limit requires $l\gg1$.

A profile is called coherent if, after a shift by a multiple of $a$, it satisfies $|u|<a/2$ everywhere: each atom stays in its own valley. A misfit dislocation is a region across which $u$ rises by $a$. The film then covers one more substrate period with the same number of atoms, which relieves the compression of a film with $b>a$.

\section{The theorem}

\paragraph{Theorem.} Let
\begin{equation}
\delta_c=\frac2\pi\sqrt{\frac{2V}{K}}=\frac2\pi\,\delta_s .
\label{eq:dc}
\end{equation}
For $0<\delta<\delta_s$ define the angle $\theta\in(0,\pi/2)$ by $\sin\theta=\delta/\delta_s$, and the end energy
\begin{equation}
F=\frac a\pi\left[p(1-\cos\theta)-K\delta\,\theta\right]<0 .
\label{eq:F}
\end{equation}

(a) If $\delta\le\delta_c$, every profile has $\Delta E\ge2F$, and coherent profiles approach this value as $N\to\infty$.

(b) If $\delta_c<\delta<\delta_s$, a sufficiently long film has a profile with one dislocation whose energy lies below that of every coherent profile.

Thus $\delta_c$ is the mismatch at which dislocations first lower the energy of a long film. It marks an equality of energies. The coherent film does not become unstable there, as Section~\ref{sec:meta} shows.

\paragraph{Lemma 1 (lower bound).} Let $x=u(0)$, $y=u(N)$. If $y\ge x$, let $m\ge0$ be the largest integer with $ma\le y-x$. Then
\begin{equation}
\Delta E\ge 2F+m\,(\varepsilon-K\delta a).
\label{eq:bound}
\end{equation}
If $y<x$, then $\Delta E>0$.

\emph{Proof.} For non-negative $A$ and $B$, $A^2+B^2\ge2AB$. With $A=\sqrt{K/2}\,|u'|$ and $B=\sqrt V\,|\sin(\pi u/a)|$ this reads
\begin{equation}
\frac K2u'^2+V\sin^2\frac{\pi u}{a}\ \ge\ p\left|\sin\frac{\pi u}{a}\right||u'| .
\label{eq:square}
\end{equation}
If $y<x$, the integral in (\ref{eq:excess}) is non-negative and $-K\delta(y-x)$ is positive, so $\Delta E>0$. If $y\ge x$, use $|u'|\ge u'$ and change the variable from $n$ to $u$:
\begin{equation}
\Delta E\ge\int_x^y g(v)\,dv,\qquad g(v)=p\left|\sin\frac{\pi v}{a}\right|-K\delta .
\label{eq:g}
\end{equation}
The function $g$ has period $a$. Its integral over one period is
\begin{equation}
\int_0^a g\,dv=p\,\frac a\pi\int_0^\pi\sin\varphi\,d\varphi-K\delta a=\varepsilon-K\delta a .
\label{eq:period}
\end{equation}
Cut $m$ whole periods from the interval $[x,y]$. They contribute $m(\varepsilon-K\delta a)$, and an interval shorter than $a$ remains. Because $K\delta=p\sin\theta$, $g$ is negative only within a distance $u_e=a\theta/\pi$ of a multiple of $a$. The remaining interval contains at most one period's share of this negative part, so its integral is at least
\begin{equation}
\int_{-u_e}^{u_e}g\,dv=2\left[\frac{pa}{\pi}(1-\cos\theta)-K\delta\,\frac{a\theta}{\pi}\right]=2F .
\end{equation}
This also shows $F<0$, since the integrand is negative. $\square$

\paragraph{Lemma 2 (the bound is reached).} For $m=0$ and $m=1$ there are profiles with $\Delta E\to2F+m(\varepsilon-K\delta a)$ as $N\to\infty$.

\emph{Proof.} Equality holds in (\ref{eq:square}) when $A=B$, and in $|u'|\ge u'$ when $u'\ge0$. Both conditions together are
\begin{equation}
u'=\delta_s\left|\sin\frac{\pi u}{a}\right| .
\label{eq:first}
\end{equation}
For $0<u<a$ the variables separate. Since $\int du/\sin(\pi u/a)=(a/\pi)\ln\tan(\pi u/2a)$ and $\pi\delta_s/a=1/l$,
\begin{equation}
\tan\frac{\pi u}{2a}=e^{n/l},\qquad u(n)=\frac{2a}{\pi}\arctan e^{n/l},
\label{eq:wall}
\end{equation}
with $n$ counted from the centre. This is one dislocation. Its tails approach $0$ and $a$ exponentially with decay length $l$, and its width, taken as $a$ divided by the largest slope $\delta_s$, is $\pi l$.

Now build a profile from pieces that solve (\ref{eq:first}). The left end starts at $-u_e$ and rises towards $0$. For $m=1$ a dislocation in mid-film takes $u$ from $0$ to $a$. The right end rises from $ma$ to $ma+u_e$. The pieces fail to meet by amounts that decrease exponentially with their separation divided by $l$, and short linear joins close the gaps at a cost that vanishes as $N\to\infty$. On every piece (\ref{eq:g}) is an equality, so the total tends to
\begin{equation}
\int_{-u_e}^{ma+u_e}g\,dv=\int_{-u_e}^{u_e}g\,dv+m\int_0^a g\,dv=2F+m(\varepsilon-K\delta a).\quad\square
\end{equation}

\paragraph{Proof of the theorem.} From the definitions,
\begin{equation}
\varepsilon=\frac{2a}{\pi}K\delta_s=Ka\,\delta_c,\qquad \varepsilon-K\delta a=Ka(\delta_c-\delta).
\label{eq:balance}
\end{equation}
If $\delta\le\delta_c$, the second expression is non-negative, so Lemma 1 gives $\Delta E\ge2F$ for every profile with $y\ge x$. Profiles with $y<x$ have $\Delta E>0>2F$. Lemma 2 with $m=0$ supplies the coherent profiles that approach $2F$. This proves (a).

If $\delta_c<\delta<\delta_s$, a coherent profile has $y-x<a$, hence $m=0$ or $y<x$, and in both cases $\Delta E\ge2F$. The profile of Lemma 2 with $m=1$ has an energy that tends to $2F-Ka(\delta-\delta_c)$, which is lower. This proves (b). $\square$

\paragraph{Remark 1 (meaning).} The energy $\varepsilon$ is the cost of a dislocation without mismatch, shared equally between springs and corrugation because $A=B$. The product $K\delta a$ is the work done by the compressive force $K\delta$ of the coherent film when it expands by one period. The threshold is the balance of the two. A dislocation of the opposite sign, across which $u$ falls by $a$, costs $\varepsilon+K\delta a$, which is $2\varepsilon$ at $\delta_c$. The ends relax by the same energy $2F$ with or without a distant dislocation and therefore drop out of the threshold.

\paragraph{Remark 2 (meaning of $V$).} If the corrugation is written $V_0[1-\cos(2\pi u/a)]$, its full height is $2V_0$. Putting $V=2V_0$ in (\ref{eq:dc}) gives $\delta_c=(4/\pi)\sqrt{V_0/K}$. The prefactor $2/\pi$ with $\sqrt{2V/K}$ thus belongs to the full height.

\section{The film above the threshold}

Above $\delta_c$ one dislocation lowers the energy of a long film, and further ones lower it more until their repulsion stops the gain. This section finds the state of lowest energy; whether the film can reach it is the subject of Section~\ref{sec:meta}.

\paragraph{Proposition.} For $\delta>\delta_c$ the lowest energy per atom of a long film, relative to the undistorted coherent film, is $-C$. It is reached by a periodic row of dislocations with spacing $L$, where, for a modulus $0<k<1$,
\begin{equation}
\frac{\delta}{\delta_c}=\frac{\mathsf E(k)}{k},\qquad C=V\,\frac{1-k^2}{k^2},\qquad L=2kl\,\mathsf K(k).
\label{eq:row}
\end{equation}
Here $\mathsf K(k)=\int_0^{\pi/2}(1-k^2\sin^2\varphi)^{-1/2}d\varphi$ and $\mathsf E(k)=\int_0^{\pi/2}(1-k^2\sin^2\varphi)^{1/2}d\varphi$.

\emph{Proof.} For $C>0$ let $P(v)=\sqrt{2K[V\sin^2(\pi v/a)+C]}$ and $S(C)=\int_0^aP\,dv$. The function $S$ increases continuously from $S(0)=\varepsilon=Ka\delta_c$ without limit, so exactly one $C>0$ satisfies $S(C)=K\delta a$. Use this $C$. Completing the square as before, but with $C$ added to the corrugation, gives
\begin{equation}
\frac K2u'^2+V\sin^2\frac{\pi u}{a}\ge P(u)|u'|-C .
\end{equation}
For $y\ge x$ it follows that
\begin{equation}
\Delta E\ge-CN+\int_x^y[P(v)-K\delta]\,dv\ge-CN-K\delta a .
\end{equation}
The last step holds because whole periods integrate to $S(C)-K\delta a=0$, while the remainder is shorter than $a$ and its integrand exceeds $-K\delta$. For $y<x$ one has $\Delta E>0$. Hence $\Delta E/N$ cannot fall below $-C$ as $N\to\infty$. Equality in the square requires $Ku'=P(u)$, which describes a periodic row. Over one of its periods the excess is $S(C)-K\delta a-CL=-CL$, that is, $-C$ per atom.

To evaluate the integrals, write $C=V(1-k^2)/k^2$ and $\varphi=\pi v/a$. Then
\begin{equation}
V\sin^2\varphi+C=\frac{V}{k^2}\left(k^2\sin^2\varphi+1-k^2\right)=\frac V{k^2}\left(1-k^2\cos^2\varphi\right).
\end{equation}
The integral of a function of $\cos^2\varphi$ over $(0,\pi)$ is twice that of the same function of $\sin^2\varphi$ over $(0,\pi/2)$. Therefore
\begin{align}
S&=\frac pk\,\frac a\pi\int_0^\pi\sqrt{1-k^2\cos^2\varphi}\;d\varphi=\frac{2ap}{\pi k}\,\mathsf E(k)=\varepsilon\,\frac{\mathsf E(k)}{k},\\
L&=\int_0^a\frac{dv}{u'}=\frac{Kk}{p}\,\frac a\pi\int_0^\pi\frac{d\varphi}{\sqrt{1-k^2\cos^2\varphi}}=2kl\,\mathsf K(k),
\end{align}
where $K/p=1/\delta_s$ and $a/(\pi\delta_s)=l$. Dividing $S=K\delta a$ by $\varepsilon=Ka\delta_c$ gives the first relation in (\ref{eq:row}). $\square$

\paragraph{Limit near the threshold.} Let $q=1-k^2\to0$. The standard expansions are $\mathsf K\simeq\ln(4/\sqrt q)$ and $\mathsf E\simeq1+\frac q2[\ln(4/\sqrt q)-\frac12]$, and $1/k\simeq1+q/2$. To leading order $L\simeq2l\ln(4/\sqrt q)$, so $q\simeq16e^{-L/l}$, and
\begin{equation}
\frac{\delta}{\delta_c}-1\simeq\frac q2\left[\ln\frac4{\sqrt q}+\frac12\right]\simeq4\left(\frac Ll+1\right)e^{-L/l}.
\end{equation}
The spacing diverges logarithmically as $\delta\to\delta_c$ from above. The dislocation density therefore starts from zero, and the ground state changes continuously. The exponential reflects the weak overlap of distant dislocations.

\paragraph{Limit of large mismatch.} For $\delta_s\ll\delta\ll a$, $k$ is small and $\mathsf E\simeq\mathsf K\simeq\pi/2$. Then $k\simeq\pi\delta_c/(2\delta)=\delta_s/\delta$ and $L\simeq\pi l\,\delta_s/\delta=a/\delta$. The film has nearly its natural spacing, and one substrate period of slip accumulates over $a/\delta$ atoms. The condition $\delta\ll a$ keeps the continuum description valid.

\section{Metastability of the coherent film}
\label{sec:meta}

Varying $u$ at a free end gives the condition of zero force, $u'=\delta$. In a long coherent film the interior has $u\to0$ and $u'\to0$, so the end region obeys (\ref{eq:first}). At the end this requires $\delta=\delta_s|\sin(\pi u/a)|$, which has no solution for $\delta>\delta_s$. The coherent film thus ceases to exist as a stationary state at
\begin{equation}
\delta_s=\sqrt{\frac{2V}{K}}=\frac\pi2\,\delta_c .
\end{equation}

For $\delta_c<\delta<\delta_s$ a dislocation must cross a barrier to enter. Let the right end move from $u_e$ to $a+u_e$ while the left end stays relaxed. In a long film the least energy at given end value $y$ is, up to a constant, $G(y)=\int_0^yg\,dv$, by (\ref{eq:g}) and the construction of Lemma 2. The function $G$ is odd, has minima at $u_e$ and $a+u_e$, and has a maximum between them at $a-u_e$. With $G(u_e)=F$ and (\ref{eq:period}), the barrier is
\begin{align}
B&=G(a-u_e)-G(u_e)=G(-u_e)+(\varepsilon-K\delta a)-F\nonumber\\
&=-2F-Ka(\delta-\delta_c).
\label{eq:barrier}
\end{align}
At $\delta_c$ it equals $2|F|$. At $\delta_s$, where $\theta=\pi/2$, one has $-2F=\varepsilon(\pi/2-1)=Ka(\delta_s-\delta_c)$, and the barrier vanishes. A film without thermal activation can therefore remain coherent well beyond $\delta_c$.

\section{Correction for discrete atoms}

Expand a bond stretch about the bond's midpoint: $u_{n+1}-u_n=u'+u'''/24+\dots$. Its square is $u'^2+u'u'''/12+\dots$. Multiplying by $K/2$ and integrating by parts over an isolated dislocation, whose derivatives vanish far away, gives
\begin{equation}
\Delta\varepsilon=\frac K{24}\int u'u'''\,dn=-\frac K{24}\int u''^2\,dn .
\end{equation}
Replacing sums by integrals adds no power of $1/l$, because the profile is smooth and its tails vanish. The same holds for the pinning of the dislocation by the lattice, which is neglected. Since (\ref{eq:wall}) is stationary, it suffices to leading order to insert it unchanged. With $\varphi=\pi u/a$, differentiating $u'=\delta_s\sin\varphi$ gives $u''=(\delta_s/l)\sin\varphi\cos\varphi$, and
\begin{equation}
\int u''^2dn=\int_0^a\frac{u''^2}{u'}\,du=\frac{\delta_s}{l^2}\,\frac a\pi\int_0^\pi\sin\varphi\cos^2\varphi\,d\varphi=\frac{2a\delta_s}{3\pi l^2}.
\end{equation}
Hence $\Delta\varepsilon=-Ka\delta_s/(36\pi l^2)$. Dividing by $\varepsilon=2Ka\delta_s/\pi$ gives $-1/(72l^2)$. The mismatch term in (\ref{eq:discrete}) still depends only on the end displacements, so the threshold shifts by the same fraction:
\begin{equation}
\delta_c^{\rm chain}\simeq\delta_c\left(1-\frac1{72\,l^2}\right).
\label{eq:shift}
\end{equation}

\section{Worked example}

Take the round model parameters $a=3.0$~\AA, $K=3.0$~eV/\AA$^2$ and $V=0.05$~eV. Then
\begin{align}
\delta_s&=\sqrt{2(0.05)/3.0}\ \text{\AA}=0.1826\ \text{\AA},\\
\delta_c&=(2/\pi)(0.1826\ \text{\AA})=0.1162\ \text{\AA},\\
l&=3.0/(0.1826\,\pi)=5.23,\\
\varepsilon&=Ka\delta_c=(3.0)(3.0)(0.1162)\ \text{eV}=1.046\ \text{eV}.
\end{align}
The threshold is a misfit $\delta_c/a$ of $3.87\%$, and the coherent film can persist up to $6.09\%$.

The numerical output compares these results with relaxed discrete chains. The energies with and without a dislocation cross at $0.11617$~\AA, a relative shift of $-5.09\times10^{-4}$ from the continuum value; (\ref{eq:shift}) gives $-5.08\times10^{-4}$. With $K$ four times larger, $l$ doubles and the shift falls to $-1.27\times10^{-4}$, as the $1/l^2$ law requires.

At $\delta_c$ the end angle is $\theta=0.690$ and (\ref{eq:F}) gives $F=-0.1101$~eV. For the relaxed coherent chain, half the excess over the continuum reference $NK\delta^2/2$ is $-0.1105$~eV (the chain at $u=0$ has only $N-1$ strained bonds, so its own energy is not the reference). This is a difference of $0.4\%$ of $F$; (\ref{eq:shift}) does not cover such end corrections. From (\ref{eq:barrier}) the entry barrier at $\delta_c$ is $2(0.110)=0.22$~eV, a continuum estimate not tested separately.

At $\delta=1.10\,\delta_c$ the first relation in (\ref{eq:row}) gives $k^2=0.9423$. The energy gain is $C=(50\ \text{meV})(0.0577/0.9423)=3.06$~meV per atom, at a spacing of $28.8$ atoms. Among rows with an even number of atoms per period, the discrete chain prefers $28$ and gains $3.07$~meV per atom; a period of $29$ atoms, the integer nearest to $28.8$, gains slightly more, $3.08$~meV. At $0.99\,\delta_c$ no scanned row gains energy. The smallest excess, $0.033$~meV per atom, belongs to the longest period scanned, $300$ atoms, and is not a gap: a single distant dislocation costs $Ka(\delta_c^{\rm chain}-\delta)=9.9$~meV, and its share per atom vanishes as the period grows.

Downhill relaxation from $u=0$ tests the metastability limit. At $0.97\,\delta_s$ the last atom stops at $1.17$~\AA, within its own valley. The continuum end value is $(a/\pi)\arcsin0.97=1.27$~\AA, and the last atom lies half a spacing inside the end, which lowers its displacement by about $\delta/2=0.09$~\AA. At $1.03\,\delta_s$ the last atom leaves its valley: dislocations have entered without a barrier. How far it moves depends on the length of the chain, since a longer chain takes in more dislocations; for the chain of $120$ atoms used here it stops at $7.14$~\AA, more than two substrate periods.

\section{Range of validity}

The theorem concerns a long one-dimensional film, $N\gg l\gg1$, with harmonic springs on a rigid sinusoidal substrate. In a film no longer than a few $l$, the dislocation overlaps the end regions and the energies no longer add. For $l$ near one, nothing here shows that pinning by the lattice and higher terms of the gradient expansion are negligible. The theorem does not cover an elastic substrate, a two-dimensional dislocation network or a finite temperature; for these the energy balance must be derived anew before a threshold such as (\ref{eq:dc}) is used.

\section*{Table of computed values}
\begin{verbatim}
substrate period a                      3.00 angstrom
spring constant K                       3.00 eV/angstrom^2
corrugation height V                    0.050 eV
dislocation width l                     5.230 atoms
threshold delta_c, formula              0.11623 angstrom
threshold as misfit delta_c/a           3.874 percent
threshold, discrete chain               0.11617 angstrom
relative shift, discrete chain          -5.089e-04
relative shift, -1/(72 l^2)             -5.077e-04
relative shift, chain with 4K           -1.270e-04
relative shift, formula with 4K         -1.269e-04
threshold if V is amplitude, formula    0.16437 angstrom
threshold if V is amplitude, chain      0.16421 angstrom
dislocation energy, formula             1.04607 eV
dislocation energy, quadrature          1.04607 eV
largest profile deviation in core       0.00129 angstrom
opposite dislocation at delta_c, chain  2.0916 eV
opposite dislocation, formula           2.0921 eV
end angle theta at delta_c              0.6901 rad
energy per free end, chain              -0.11050 eV
energy per free end, formula            -0.11011 eV
lowest row excess at 0.99 delta_c       0.03309 meV/atom
lowest row excess at 1.01 delta_c       -0.22920 meV/atom
mismatch for the row example            1.10 delta_c
elliptic modulus squared k^2            0.94233
row spacing, formula                    28.84 atoms
row spacing, best even chain            28 atoms
row energy gain, formula                3.0601 meV/atom
row energy gain, chain                  3.0692 meV/atom
row energy gain, chain with 16K         3.0609 meV/atom
row spacing, formula with 16K           115.34 atoms
row spacing, best even chain with 16K   116 atoms
metastability limit delta_s             0.18257 angstrom
metastability limit delta_s/a           6.086 percent
ratio delta_s/delta_c                   1.5708
end displacement at 0.97 delta_s        1.1726 angstrom
end displacement at 1.03 delta_s        7.1396 angstrom
\end{verbatim}
